# Spurious Gap Closure in Chains of Aligned Polar Molecules

## The situation

A row of polar molecules stands in vacuum, all dipoles pointing along the row. A semilocal density-functional calculation converges without trouble for a short row. As molecules are added, the gap between the highest occupied and lowest empty orbital (HOMO and LUMO) shrinks. At some length it vanishes, and the self-consistent cycle no longer settles. Yet each molecule is a closed-shell insulator, and nothing suggests that the row should be a metal.

Two effects combine. The dipoles produce a real electrostatic potential difference between the ends, and the semilocal functional supplies too small a gap to withstand it. The first effect has a limit: in a single straight chain the potential drop saturates. Lengthening the chain therefore closes the gap only if the molecular gap lies below that limit.

## How large the potential drop is

Number the molecules $i=1,\dots,N$ in the direction of the dipoles, with spacing $a$. Let $p$ be the dipole of a molecule inside the chain, induction by its neighbours included, taken as equal for all molecules. Write $k=e^2/(4\pi\varepsilon_0)=14.3996$ eV Å and measure $p$ in $e$ Å. Let $\phi_i$ be the energy of a positive unit charge at the centre of molecule $i$ due to the other dipoles; an electron there has energy $-\phi_i$.

On its axis, at distance $ma$, a point dipole gives $+kp/(ma)^2$ ahead of it and $-kp/(ma)^2$ behind it. Molecule $i$ has $i-1$ dipoles behind it, whose positive sides face it, and $N-i$ ahead, whose negative sides face it. With $H(n)=\sum_{m=1}^{n}1/m^2$ and $H(0)=0$,

$$\phi_i=\frac{kp}{a^2}\,[H(i-1)-H(N-i)].$$

One step along the chain adds a term to the first sum and removes one from the second:

$$\phi_{i+1}-\phi_i=\frac{kp}{a^2}\left[\frac1{i^2}+\frac1{(N-i)^2}\right]>0 .$$

The potential thus rises steadily, and its extremes lie at the ends. Since $\phi_N=-\phi_1=(kp/a^2)H(N-1)$, the total drop is

$$D(N)=\phi_N-\phi_1=\frac{2kp}{a^2}H(N-1)\;\longrightarrow\;\frac{\pi^2kp}{3a^2},$$

because $H(n)\to\pi^2/6$. The steps are largest at the ends and small in the middle, so a long chain has a nearly flat interior.

If the frontier orbitals are compact and overlap weakly, each molecule's levels shift rigidly by $-\phi_i$. The chain's HOMO then sits on molecule 1, at the negative end, and its LUMO on molecule $N$, at the positive end. If $E_s$ is the semilocal gap of one molecule, the neutral chain has the gap

$$g_0=E_s-D(N).$$

A stack of extended polar layers behaves differently. Let each layer carry one dipole $p$ per area $S$, normal to the layer. At height $z$ above it, the potential energy of a unit charge is

$$\frac{kp}{S}\int_0^\infty\frac{z\,2\pi r\,dr}{(r^2+z^2)^{3/2}}=\frac{2\pi kp}{S},$$

independent of $z$. The first and last of $N$ layers feel $N-1$ such contributions with opposite signs, so the drop is $4\pi kp(N-1)/S$. At fixed $p$ this grows without limit and eventually exceeds any gap, including the correct one. Closure in a thick polar film is therefore not by itself evidence of a functional error. In a single chain, the saturated drop can be compared with the correct gap once and for all.

## Why the semilocal gap is too small

Let $I$ be the ionization energy and $A$ the electron affinity of a molecule. For an exact functional, the energy between integer electron numbers is a straight line. A semilocal functional gives a curve that sags below it; this is delocalization error. Take a parabola that is correct at the integers, with curvature $U$. For $h$ electrons removed, or $l$ electrons added,

$$E(h)=Ih-\tfrac12Uh(1-h),\qquad E(l)=-Al-\tfrac12Ul(1-l).$$

Orbital energies are derivatives of the energy with respect to occupation. Removing charge lowers the HOMO occupation, which gives a minus sign:

$$\varepsilon_H=-\left.\frac{dE}{dh}\right|_0=-I+\frac U2,\qquad \varepsilon_L=\left.\frac{dE}{dl}\right|_0=-A-\frac U2 .$$

The HOMO is too high and the LUMO too low, each by $U/2$, so

$$E_s=\varepsilon_L-\varepsilon_H=I-A-U .$$

Using one $U$ for both sides is a simplification of the model. If removal and addition have different curvatures $U_h$ and $U_l$, the same steps give $E_s=I-A-\tfrac12(U_h+U_l)$, so a curvature found for the hole must not be inserted for both.

Ammonia shows the hole side of this argument in a real molecule. The PBE functional was used in the aug-cc-pVDZ basis, at a fixed geometry with N–H bonds of 1.012 Å and H–N–H angles of 106.7°. The HOMO of NH$_3$ lies at $-6.165$ eV, while the difference of total energies gives $I=10.964$ eV. The lowest empty minority-spin level of the cation lies at $-15.670$ eV. These two levels are the end slopes of the energy curve. For a parabola, their mean gives the energy difference:

$$\tfrac12(6.165+15.670)=10.917\ \text{eV},$$

which is 0.05 eV below the value from total energies. The curvature is $15.670-6.165=9.505$ eV, and half of it, 4.75 eV, accounts for nearly all of the 4.80 eV by which the HOMO is too high relative to $-I$ at the same level of theory. The last digits depend on the basis: in aug-cc-pVTZ the HOMO lies at $-6.178$ eV, the cation level at $-15.640$ eV, $I=10.959$ eV and the curvature is 9.46 eV. These shifts are at most 0.04 eV, and the mean of the two levels remains 0.05 eV below $I$.

The correct quantity for comparison is $I-A$, obtained from total energies or from a generalized Kohn–Sham method whose energy is linear between integers. The gap of the exact Kohn–Sham potential is in general a different quantity, because the derivative discontinuity is missing from it.

## The critical length

The gap closes when $D(N)>E_s$, or

$$H(N-1)>s,\qquad s=\frac{E_sa^2}{2kp}.$$

A solution exists only for $s<\pi^2/6$. Near this limit the length follows from the missing tail of the sum. Since

$$\frac1{m-\frac12}-\frac1{m+\frac12}=\frac1{m^2-\frac14}\simeq\frac1{m^2},$$

the tail telescopes: $\sum_{m=N}^{\infty}1/m^2\simeq1/(N-\frac12)$. Inserting $H(N-1)\simeq\pi^2/6-1/(N-\frac12)$ into the condition gives

$$N>\frac12+\frac1{\pi^2/6-s}.$$

The critical length diverges as the gap approaches the saturated drop. There, small changes in $p$, $a$ or the functional move it a long way.

Take round model parameters: $p=1.5\ e$ Å, $a=5.0$ Å, $I=9.0$ eV, $A=1.4$ eV and $U=5.0$ eV. The fundamental gap is $9.0-1.4=7.6$ eV and the semilocal gap is $7.6-5.0=2.6$ eV. The potential unit is

$$\frac{kp}{a^2}=\frac{14.3996\times1.5}{25}=0.8640\ \text{eV},$$

so the saturated drop is 2.842 eV, above the semilocal gap but far below the fundamental one. Further, $s=2.6/(2\times0.8640)=1.5047$, and the estimate is

$$\frac12+\frac1{1.6449-1.5047}\simeq7.63 .$$

The first closed chain should have eight molecules. The direct sums agree:

| $N$ | $D$ (eV) | $g_0$ (eV) |
|---|---|---|
| 2 | 1.728 | 0.872 |
| 4 | 2.352 | 0.248 |
| 7 | 2.577 | 0.023 |
| 8 | 2.612 | −0.012 |
| 12 | 2.692 | −0.092 |

Measured between the outer molecular centres, the critical length is $7\times5.0=35$ Å, or 3.5 nm. More than half of the final drop is already present in the dimer; the last few molecules only tip the balance.

Two simplifications can be gauged. A hopping energy of 0.02 eV between all frontier orbitals of neighbouring molecules, with the potential held fixed, changes the gap at $N=7$ from 0.0229 to 0.0225 eV on diagonalization. The finite size of the dipole matters more. For charges $\pm p/d$ separated by $d$,

$$\frac{kp}{d}\left[\frac1{ma-d/2}-\frac1{ma+d/2}\right]=\frac{kp}{m^2a^2-d^2/4},$$

which exceeds the point-dipole value, most of all for nearest neighbours. With $d=2.0$ Å and the same $p$, closure occurs at $N=6$, a length of 25 Å. The critical length is thus an estimate for a given charge distribution, while the mechanism is unchanged.

## Why self-consistency fails

Suppose $q$ electrons move from the HOMO of molecule 1 to the LUMO of molecule $N$, a distance $R=(N-1)a$ away. The charges become $+q$ and $-q$. On molecule 1 the levels fall by $Uq$ from its own charge and rise by $kq/R$ from the distant negative charge. On molecule $N$ both signs are reversed. The LUMO–HOMO difference therefore becomes

$$g(q)=g_0+Kq,\qquad K=2\left(U-\frac kR\right).$$

Its integral is the energy of the transfer,

$$\Delta E(q)=g_0q+\tfrac12Kq^2 .$$

In a spin-restricted calculation, the aufbau rule (fill the lowest levels first) moves the whole pair, $q=2$, as soon as $g_0<0$. But if $g_0+2K>0$, the order of the levels is then reversed, and the rule demands the electrons back. Neither end point reproduces itself. The energy minimum lies between them:

$$q^*=-\frac{g_0}{K},\qquad g(q^*)=0,\qquad \Delta E(q^*)=-\frac{g_0^2}{2K}.$$

The gap is pinned at zero by a fractional charge.

One may ask whether some other arrangement of whole electrons, involving inner molecules, could be self-consistent. Let $Q_i$ be the molecular charges and $J$ their interaction matrix, with $J_{ii}=U$ and $J_{ij}=k/(a|i-j|)$. The model energy is linear in the occupations $n_\alpha$, apart from the term $\frac12\sum_{ij}J_{ij}Q_iQ_j$. Hence a change $\delta n_\alpha$ from a given state, with charge changes $\delta Q_i$, costs

$$\delta E=\sum_\alpha\varepsilon_\alpha\,\delta n_\alpha+\tfrac12\sum_{ij}J_{ij}\,\delta Q_i\,\delta Q_j ,$$

where $\varepsilon_\alpha$ are the levels of the given state. At fixed electron number $\sum_\alpha\delta n_\alpha=0$, so $\varepsilon_\alpha$ may be replaced by $\varepsilon_\alpha-\mu$. If the state obeys aufbau with Fermi level $\mu$, levels below $\mu$ are full and can only lose electrons, and levels above are empty and can only gain them. The first sum is then not negative. If $J$ is positive definite, any other set of charges has a higher energy. Two aufbau states with different charges would each have to lie below the other, which is impossible. The self-consistent charges are unique.

For the twelve-molecule model, diagonalization gives 1.05 eV as the lowest eigenvalue of $J$. Shorter chains have submatrices of this $J$, so theirs are positive definite too. Once $g_0<0$, the fractional state is the solution, provided that the inner levels stay on their proper sides of $\mu$, as they do here. No integer state can then be one. A search through all 38165 neutral arrangements with molecular charges from $-2$ to $+2$ finds none at $N=8$; the corresponding search at $N=7$ finds one.

At $N=8$, $K=9.18$ eV per electron and $q^*=0.0123/9.18=0.0013$. At $N=12$, $K=9.48$ eV per electron and $q^*=0.0922/9.48=0.0097$. For a very long chain $K\to2U=10$ eV per electron and $g_0\to2.600-2.842=-0.242$ eV, so the transfer approaches only 0.024 electrons. The energy gained at $N=12$ is $0.0922^2/(2\times9.48)=0.00045$ eV. The failure is severe for the algorithm although the stationary state is barely charged.

The cycle without damping shows how severe. Starting from the neutral eight-molecule chain, the charge of the first molecule runs through $+2,-2,+2,-2,\dots$ It does not return to zero, because its own LUMO also takes part. With $q=2$, the levels of molecule 1 fall by $K=9.18$ eV in energy and those of molecule 8 rise by as much. In the neutral chain the LUMO of molecule 1 lies above the HOMO of molecule 8 by the sum of gap and drop, $2.600+2.612=5.212$ eV. The two opposite shifts add up and exceed this: the LUMO of molecule 1 now lies below the HOMO of molecule 8 by $2\times9.177-5.212\simeq13.1$ eV. The next step fills the one and empties the other. Inner molecules are drawn in too: from the third step on, every molecule in one half of the chain carries $+2$ and every molecule in the other half $-2$, and the signs swap at each step.

## What smearing and damping do

Fractional occupations at an electronic temperature $T$ make a solution reachable. The two frontier levels share two electrons, so their Fermi factors add up to one and $\mu$ lies midway between them. The LUMO then holds

$$F(q)=\frac{2}{1+e^{g(q)/2k_BT}}$$

electrons. Setting $F(q)=q$ and solving for the exponent gives

$$g_0+Kq=2k_BT\ln\frac{2-q}{q}.$$

Linear mixing with weight $w$ replaces $q$ by $(1-w)q+wF(q)$. To find its stability, differentiate $F=2f$, where $f$ is the Fermi factor. Since $df/dg=-f(1-f)/(2k_BT)$ and $f=q/2$ at the solution,

$$F'(q)=-\chi,\qquad \chi=\frac{Kq(2-q)}{4k_BT}.$$

A small error is multiplied by $1-w(1+\chi)$ in each step. It decays if this factor lies between $-1$ and $1$, which requires

$$0<w<\frac2{1+\chi}.$$

For $N=12$ and $k_BT=0.025$ eV, numerical root finding gives $q=0.0315$, hence $\chi=5.88$ and $w<2/6.88=0.29$. In the full chain, started 1% away from the solution, a weight 10% below the limit leads to $q=0.0315$. With a weight 10% above it, the last two of 400 steps still give 0.0288 and 0.0363. As $T\to0$, $q$ tends to the finite $q^*$, $\chi$ diverges and the permitted weight goes to zero.

Convergence does not remove the error. Smearing has here raised the transfer from 0.0097 to 0.0315 electrons. It also leaves a frontier gap of $-0.0922+9.476\times0.0315\simeq0.21$ eV. That positive gap comes from the temperature and the transferred charge; it is no sign that the neutral chain has become stable.

## What a linear functional would give

At $q=1$ the parabola meets the correct integer energy. Inserting $g_0$ and $K$,

$$\Delta E(1)=(I-A-U-D)+\left(U-\frac kR\right)=I-A-D-\frac kR .$$

The curvature has cancelled. At $N=8$ the cost is $7.600-2.612-0.411\simeq4.58$ eV. With linearity between integers there is no fractional minimum below the neutral state. Among all integer arrangements searched, the cheapest charged ones move an electron between the two outermost molecules at either end, from 1 to 2 or from 7 to 8, and cost 3.84 eV. The neutral chain is the ground state of the model, and the closure is an artefact.

The example also tells how much correction suffices. If a better functional leaves a residual curvature $c$, its gap is $I-A-c$. The gap stays open at every length if

$$c\le I-A-\frac{\pi^2kp}{3a^2}=7.60-2.84=4.76\ \text{eV}.$$

The semilocal value of 5.0 eV misses this by little. An open gap is therefore a weak criterion: with $c=4.5$ eV the neutral chain is a self-consistent state at every length, yet its gap is still 4.5 eV too small.

## What to do in practice

First estimate the saturated drop from the dipole and spacing, and compare it with the gap of one molecule. By this point-dipole estimate, ammonia is a harmless case. Its PBE dipole is 0.309 $e$ Å; at a chosen spacing of 3.5 Å the saturated drop is 1.19 eV, against an orbital gap of 5.45 eV in the aug-cc-pVDZ basis (in aug-cc-pVTZ the dipole is 0.307 $e$ Å and the gap 5.46 eV, with the same drop to the digits shown). Induction and the overlap of the diffuse LUMOs are left out of this estimate; together they would have to lower the gap by a further 4.3 eV to close it.

If the drop is comparable with the gap, inspect where the frontier orbitals sit and how the gap changes with length. In the mechanism described here they lie at opposite ends, and the gap falls as $E_s-D(N)$. Then compute $I$ and $A$ of a molecule from total energies. If $I-A$ exceeds the saturated drop by more than the attraction $k/R$, end-to-end transfer is not a real ground-state effect within this model.

The remedy is a functional with less curvature for the molecular frontier orbitals, such as a range-separated hybrid whose parameter is adjusted until $-\varepsilon_H$ matches $I$. Recompute the dipole with it, since $p$ enters the drop as well.

An atomic Hubbard term needs more care. Its usual form on one orbital per atom is $\frac12U_H\sum_m n_m(1-n_m)$ for each spin. If a frontier orbital is spread evenly over $M$ atoms, a change $x$ in its occupation changes each $n_m$ by $x/M$. The quadratic part is $-\frac12U_HM(x/M)^2=-\frac12(U_H/M)x^2$. At fixed orbitals the curvature thus falls by $U_H/M$ if the occupation changes in one spin channel only. In a spin-restricted calculation each spin takes half of the change, and the two contributions add up to a reduction of $U_H/(2M)$. Either amount is small for an orbital spread over many atoms.

If a semilocal calculation must be kept, occupations can be held fixed on the neutral configuration by following the orbitals rather than their energy order. In the twelve-molecule model this state lies only 0.00045 eV above the fractional minimum, and it has the right molecular charges. Its gap remains wrong. Smearing with damping is useful for diagnosis, but the end charges it produces should not be read as a physical charge transfer.
